\section*{Conservative moving-boundary simulation of dopant redistribution during silicidation}

\section{What dimensions fix}

A planar silicide layer grows into silicon that initially holds a uniform dopant concentration $c_0$. Let $s(t)$ be the thickness of silicon consumed and $D_2$ the dopant diffusivity in silicon. If growth is parabolic and starts from zero thickness,
\begin{equation}
 s=2\lambda\sqrt{D_2t},
\end{equation}
the problem has no fixed length: $s$ and the diffusion length grow in proportion. The diffusion problem is linear in concentration, so the silicon-side interface concentration $c^*$ must be $c_0$ times a function of dimensionless constants. It cannot depend on time. A simulation must therefore reproduce a constant $c^*/c_0$, whose value is derived below. A finite implant, a wall or a fixed interface width introduces a length and removes this symmetry. The constant-$c^*$ solution then no longer applies, and a numerical scheme is used here.

\section{Model and interface balance}

The metal is taken to be the moving species, so new silicide forms at the silicide/silicon interface and existing silicide is not displaced relative to its outer surface. Consumed silicon thickness $s$ produces silicide thickness $h=\beta s$. The silicide coordinate is $0<y<h$, measured from the outer surface; the silicon coordinate is $s<x<L$. The concentrations obey
\begin{equation}
 \partial_t c_1=D_1\partial_y^2c_1,\qquad
 \partial_t c_2=D_2\partial_x^2c_2,
\end{equation}
with zero gradient at $y=0$ and $x=L$. The growth law is prescribed, the diffusivities are constant, and no dopant enters the metal or the ambient.

The dopant is dilute and treated as neutral, and the interface is in local equilibrium. Temperature is measured in energy units, so $k_B=1$. Equating the chemical potentials $g_j+T\ln(c_j/c_{\rm ref})$ of the two phases gives
\begin{equation}
 c_1(h^-)=kc^*,\qquad k=e^{-\Delta/T},\qquad \Delta=g_1-g_2 .
\end{equation}
Positive $\Delta$ means that the dopant prefers silicon. An interface layer of width $\delta$ and binding energy $E_b$ relative to silicon holds, per area,
\begin{equation}
 \sigma=\ell c^*,\qquad \ell=\delta e^{E_b/T}.
\end{equation}
This linear law fails when interface sites begin to fill.

Let $M_1=\int_0^h c_1\,dy$ and $M_2=\int_s^L c_2\,dx$. Differentiating with moving limits and using the diffusion equations gives
\begin{align}
 \dot M_1&=\dot h\,kc^*+D_1\partial_yc_1|_h,\\
 \dot M_2&=-\dot s\,c^*-D_2\partial_xc_2|_s .
\end{align}
The minus sign in the last term arises because $s$ is the lower limit. Closure requires $\dot M_1+\dot M_2+\dot\sigma=0$, hence
\begin{equation}
 \dot s\,c^*+D_2\partial_xc_2|_s
 =\beta\dot s\,kc^*+D_1\partial_yc_1|_h+\dot\sigma. \label{balance}
\end{equation}
The left side is the amount leaving silicon per area and time. The first two terms on the right enter silicide; the last stays at the interface.

\section{The similarity benchmark}

For a uniform initial concentration in deep silicon, set $c_2=f(\eta)$ with $\eta=x/(2\sqrt{D_2t})$. Then $\partial_tc_2=-\eta f'/(2t)$ and $\partial_x^2c_2=f''/(4D_2t)$, so
\begin{equation}
 f''=-2\eta f',\qquad f=c_0+B\,\mathrm{erfc}\,\eta .
\end{equation}
In the silicide, the constant $c_1=kc^*$ satisfies the diffusion equation and the closed outer boundary. To exercise the interface term without introducing a length, let $\ell=\gamma s$ for this benchmark alone. Since $c^*$ is constant, $\dot\sigma=\gamma\dot s\,c^*$. With $q=\beta k+\gamma$, Eq.~(\ref{balance}) becomes
\begin{equation}
 (1-q)\dot s\,c^*=-D_2\partial_xc_2|_s
 =B\sqrt{\frac{D_2}{\pi t}}\,e^{-\lambda^2}.
\end{equation}
Inserting $\dot s=\lambda\sqrt{D_2/t}$ gives $B=(1-q)\sqrt\pi\,\lambda e^{\lambda^2}c^*$. The condition $c^*=c_0+B\,\mathrm{erfc}\,\lambda$ then yields
\begin{equation}
 \frac{c^*}{c_0}=\frac1{1-(1-q)g},\qquad
 g=\sqrt\pi\,\lambda e^{\lambda^2}\mathrm{erfc}\,\lambda. \label{sim}
\end{equation}
The denominator is positive for $q\ge0$ because $g<1$:
\begin{equation}
 \mathrm{erfc}\,\lambda=\frac2{\sqrt\pi}\int_\lambda^\infty e^{-u^2}du
 <\frac2{\sqrt\pi}\int_\lambda^\infty\frac u\lambda e^{-u^2}du
 =\frac{e^{-\lambda^2}}{\sqrt\pi\lambda}.
\end{equation}

Thus $q<1$ gives pile-up, $q=1$ leaves silicon uniform, and $q>1$ depletes it. The criterion involves $\beta k$, not $k$ alone, because the dopant is offered a new volume $\beta$ times the old one. For slow growth, $g\simeq\sqrt\pi\lambda$ and $c^*/c_0\simeq1+(1-q)\sqrt\pi\lambda$: diffusion carries rejected dopant away. For fast growth, $g\simeq1-1/(2\lambda^2)$ and $c^*/c_0\to1/q$ when $q>0$: uptake then balances the dopant encountered. At $q=0$ no such balance exists, and $c^*/c_0\simeq2\lambda^2$.

\section{Finite-volume scheme}

Divide silicide into $N_1$ equal cells of width $d_1=h/N_1$, and silicon into $N_2$ equal cells of width $d_2=(L-s)/N_2$. Both meshes stretch with their phase. When $s$ increases by $\Delta s$, face $f$ moves by
\begin{equation}
 w_f^{(1)}=\frac f{N_1}\beta\Delta s,\qquad
 w_f^{(2)}=\left(1-\frac f{N_2}\right)\Delta s .
\end{equation}
For every cell, the volume per area satisfies
\begin{equation}
 V^{n+1}-V^n=w_{\rm right}-w_{\rm left}. \label{gcl}
\end{equation}

The content of a moving cell changes at the rate $[\dot x_fc+D\partial_xc]_{\rm left}^{\rm right}$. Over a step $\Delta t$, the leftward transfer through an interior face is therefore approximated by
\begin{equation}
 G=\frac w2(c_i+c_{i+1})+\frac{\Delta tD}{d}(c_{i+1}-c_i),
\end{equation}
with concentrations and cell widths at the new time. Here $G$ is positive when dopant enters the left cell.

The value $c^*$ is kept as an unknown. The distance from the interface to a neighbouring cell centre is $d_j/2$, so define $a_j=2\Delta tD_j/d_j$. The transfers into silicide and out of silicon are
\begin{align}
 G_1&=\beta\Delta s\,kc^*+a_1(kc^*-c_{1,N_1}),\\
 G_2&=\Delta s\,c^*+a_2(c_{2,1}-c^*).
\end{align}
The interface update is $\ell^{n+1}c^{*,n+1}-\sigma^n=G_2-G_1$. For $\ell=0$ it reduces to flux matching.

The half-cell gradient has a first-order truncation error, but this does not imply a first-order interface value. From $c_{2,1}=c^*+c'd_2/2+c''d_2^2/8+\cdots$, the error is equivalent to shifting $c^*$ by $c''d_2^2/8$, which is second order.

\section{Matrix and inventory law}

Order the $N=N_1+N_2+1$ unknowns as silicide, interface, silicon. Let $V_j$ denote cell width, with $V_j=\ell$ at the interface. Every transfer has the form $G_j=r_ju_{j+1}-l_ju_j$:
\begin{align}
 \text{interior:}\quad &r=\frac{\Delta tD}{d}+\frac w2,\quad
 l=\frac{\Delta tD}{d}-\frac w2;\\
 \text{silicide/interface:}\quad &r=k(\beta\Delta s+a_1),\quad l=a_1;\\
 \text{interface/silicon:}\quad &r=a_2,\quad l=a_2-\Delta s.
\end{align}
With old amounts $m_j^n=V_j^nu_j^n$ and $G_0=G_N=0$, the update is
\begin{equation}
 V_j^{n+1}u_j^{n+1}-G_j+G_{j-1}=m_j^n. \label{update}
\end{equation}
Each $G_j$ appears once with each sign. Summing all rows gives
\begin{equation}
 \sum_jV_j^{n+1}u_j^{n+1}=\sum_jm_j^n .
\end{equation}
This holds in exact arithmetic for every step size.

\begin{verbatim}
set u from cell integrals of the initial profile
m = V(s)*u;  Q = independently integrated dose
for each step (s_old -> s_new, dt):
    V = new cell widths and interface capacity
    compute r[j], l[j] for all neighbouring pairs
    diag[j]  = V[j] + l[j] + r[j-1]
    upper[j] = -r[j];  lower[j] = -l[j-1]
    (omit r[0] and l[N], which lie outside)
    solve the tridiagonal system A u = m
    m = V*u
    require abs(sum(m)/Q - 1) < tolerance
\end{verbatim}

The audit must use $Vu$ from the solved concentrations. Updating amounts by adding and subtracting the same stored transfers would conserve their sum even if the linear solve were inaccurate. One step costs $O(N)$ operations and memory. Halving the cell widths and quartering the time step multiplies the total work by eight.

\section{Positivity and stability}

Suppose all $r_j$ and $l_j$ are nonnegative. Write the matrix as $A=P-O$, where $P$ is its diagonal and $O\ge0$. Column $j$ of $A$ sums to
\begin{equation}
 (V_j+l_j+r_{j-1})-r_{j-1}-l_j=V_j .
\end{equation}
For $V_j>0$, each column sum of $OP^{-1}$ is $1-V_j/P_j<1$. Hence
\begin{equation}
 A^{-1}=P^{-1}\sum_{n=0}^\infty(OP^{-1})^n\ge0,
\end{equation}
and nonnegative amounts remain nonnegative. The limit $\ell\to0$ preserves this result provided $A$ stays invertible. It does: if $A^Tz=0$, a largest $|z_j|$ in a cell contradicts $V_j>0$ unless $z=0$. At the interface, $z_j$ is a weighted average of its neighbours, so a neighbouring cell shares the largest magnitude and the same argument applies.

The same column sums give stability. Since $|u^{n+1}|\le A^{-1}|m^n|$ componentwise,
\begin{equation}
 \sum_jV_j^{n+1}|u_j^{n+1}|\le\sum_j|m_j^n| .
\end{equation}

The coefficients are nonnegative if
\begin{equation}
 \frac{\Delta s}{\Delta t}\frac{d_2}{2D_2}\le1,\qquad
 \frac{\beta\Delta s}{\Delta t}\frac{d_1}{2D_1}\le1. \label{peclet}
\end{equation}
Interior faces move more slowly than the interface, so these conditions cover them too. For a given growth rate they limit the mesh, not the time step; accuracy still limits the latter. In a test matrix with silicon cell number 0.461, the computed inverse had no negative entry. Lowering $D_2$ fiftyfold raised the number to 23.07 and produced an entry of $-3.0\times10^{-3}$ \AA$^{-1}$. Some nonnegative initial state then gives a negative concentration, although a particular state need not.

\section{Failures and what detects them}

\paragraph{Wrong swept volume.} Insert a uniform concentration $c$ in an interior cell. The diffusive transfers vanish, and Eq.~(\ref{update}) requires $V^{n+1}c-(w_{\rm right}-w_{\rm left})c=V^nc$, which is Eq.~(\ref{gcl}). At $\beta k=1$, $\ell=0$, the state $c_2=c_0$, $c_1=c_0/\beta$ also gives $G_1=G_2=\Delta s\,c_0$, so it must persist. The correct scheme changed it by at most $6\times10^{-15}$, relative to its initial value. Omitting $\beta$ from the silicide sweeps changed it by up to 8.0\%, while the relative inventory error remained $2\times10^{-15}$. The inventory audit is therefore necessary but cannot validate the motion.

\paragraph{Concentration-form update.} The true change in amount is
\begin{equation}
 V^{n+1}c^{n+1}-V^nc^n=V^{n+1}(c^{n+1}-c^n)+\Delta V\,c^n .
\end{equation}
Replacing the last $c^n$ by $c^{n+1}$ is consistent as $\Delta t\to0$, but creates an inventory change $-\sum\Delta V(c^{n+1}-c^n)$ per step. For equal $\Delta s$, the sum over steps telescopes:
\begin{equation}
 \delta Q=-\Delta s\left[\beta(\bar c_{1,\rm end}-\bar c_{1,\rm start})
 -(\bar c_{2,\rm end}-\bar c_{2,\rm start})\right], \label{loss}
\end{equation}
where bars denote phase averages. This is a first-order loss when the bracket is positive.

\paragraph{Round-off.} The diagonal adds $V$ to transfer coefficients of order $\Delta tD/d$. If their ratio is too large, $V$ itself is rounded. For a 0.4 \AA\ cell and a $10^5$ s step, two silicon transfer coefficients total $2(10^5)(50)/0.4=2.5\times10^7$ \AA. The resulting relative volume rounding is $3.7\times10^{-9}$, repeated in every such cell. A 1.6 \AA\ cell and a $10^3$ s step reduce it to $9\times10^{-13}$. An audit tolerance should reflect this ratio.

\section{Worked example}

The following round parameters describe a model contact, not a named material. At 800 K the thermal energy is 0.06894 eV. With $\Delta=E_b=0.10$ eV and $\delta=2$ \AA,
\begin{align}
 k&=e^{-0.10/0.06894}=0.2344,\\
 \ell&=2e^{0.10/0.06894}=8.53\ \text{\AA}.
\end{align}
For $\beta=1.2$, $\beta k=0.281$. The diffusivities are $D_1=200$ and $D_2=50$ \AA$^2$/s. This $D_2$ is chosen to make diffusion in silicon visible; it is many orders of magnitude above the ordinary lattice diffusivity of common dopants at 800 K, so the example does not predict the profile of a real contact. Growth follows $s^2=s_0^2+Kt$ from 20 to 200 \AA\ in 60 s, so
\begin{equation}
 K=\frac{200^2-20^2}{60}=660\ \text{\AA}^2/\text{s}.
\end{equation}

\subsection{Benchmark}

These rates give $\lambda=\sqrt{K/(4D_2)}=1.817$ and $g=0.89025$. For $\gamma=0$,
\begin{equation}
 \frac{c^*}{c_0}=\frac1{1-(1-0.28133)(0.89025)}=2.776 .
\end{equation}
The solver, started from the similarity profile at $s=20$ \AA, gives 2.776. With $\gamma=1.2$, $q=1.481$ and both results are 0.700, so the predicted change from pile-up to depletion occurs. Halving the cells and quartering the step reduces the largest profile error by a factor 4.00 in both cases. This agrees with first order in time and second order in space, though the joint refinement does not measure the two orders separately.

\subsection{Implanted profile}

The implant is a Gaussian centred at 120 \AA\ with standard deviation 40 \AA. Its full integral is 0.01 \AA$^{-2}$, of which $Q=0.0099865$ \AA$^{-2}$ lies between the surface and the wall at 600 \AA. The seed silicide contains the dopant of the first 20 \AA\ of silicon, and $\sigma=0$ initially.

The finest mesh has 200 silicide cells, 1000 silicon cells and 6400 steps. The initial growth rate is $K/(2s_0)=16.5$ \AA/s and $d_2=580/1000=0.58$ \AA, so the first number in Eq.~(\ref{peclet}) is about $16.5(0.58)/100=0.10$. The largest inventory error over all steps is $1.4\times10^{-14}$ of $Q$. At the end,
\begin{align}
 M_1&=0.5678Q=5.671\times10^{-3}\ \text{\AA}^{-2},\\
 \sigma&=0.0827Q=0.825\times10^{-3}\ \text{\AA}^{-2},\\
 M_2&=0.3495Q=3.490\times10^{-3}\ \text{\AA}^{-2}.
\end{align}

The silicide share is 56.743\%, 56.775\% and 56.783\% on the three meshes and extrapolates to about 56.786\%, so the last digit of $0.5678$ is uncertain by one unit. The three successive meshes give $c^*=9.679$, 9.676 and 9.675 in units of $10^{-5}$ \AA$^{-3}$. The final value is $9.675\times10^{-5}$ \AA$^{-3}$, or $9.675\times10^{19}$ cm$^{-3}$. It is 7.2 times the as-implanted concentration at that depth. Part of this increase is ordinary broadening: an equally long anneal without growth gives $3.01\times10^{-5}$ \AA$^{-3}$ there. Growth with $\beta k=1$ and $\ell=0$ gives $3.24\times10^{-5}$ \AA$^{-3}$. The second control removes rejection and interface storage together, so it does not separate their effects. The threefold excess is absent without growth, and absent with growth when both rejection and storage are removed.

The interface share is 11.0\%, 11.2\%, 9.8\% and 8.3\% of $Q$ at $s=110$, 140, 170 and 200 \AA. Since $\ell$ is constant, $c^*$ falls in the same proportion between 140 and 200 \AA; these samples do not locate its maximum, which may lie before 140 \AA. The runs do not isolate the cause of this fall.

In the interface frame, $z=x-s$, silicon obeys $\partial_tc=D_2\partial_z^2c+\dot s\,\partial_zc$. If the time derivative is negligible, the decaying solution is $e^{-\dot sz/D_2}$. At the end $\dot s=K/(2s)=1.65$ \AA/s, so $D_2/\dot s=30$ \AA. The computed concentration halves in 25 \AA, corresponding to $25/\ln2=36$ \AA. The scale is right, but the profile is not quasi-steady. In the silicide, the surface concentration is only 0.9\% below the interface value, but the profile between them is not flat. The mean, $2.363\times10^{-5}$ \AA$^{-3}$, exceeds both end values, 2.248 and 2.268 in the same units, so there is a maximum inside the layer. The interface value has been falling, and diffusion across the silicide takes a time of order $h^2/D_1=288$ s, longer than the anneal. The interior therefore lags behind the fall, while the outer part, formed when $c^*$ was small, has not yet caught up with the earlier rise.

\subsection{Step error and final equilibrium}

The phase amounts also check Eq.~(\ref{loss}). Dividing them by thickness gives $\bar c_1$ rising from 0.203 to 2.363, and $\bar c_2$ falling from 1.713 to 0.873, in $10^{-5}$ \AA$^{-3}$. For 400 steps, $\Delta s=0.45$ \AA\ and
\begin{equation}
 \frac{|\delta Q|}Q\simeq
 \frac{0.45[1.2(2.160)+0.840]\times10^{-5}}{0.0099865}
 =0.155\%.
\end{equation}
The concentration-form run gives 0.154\%, and 0.077\% with 800 steps.

If growth stops and annealing continues, concentrations become uniform within each phase. The closed inventory then gives
\begin{equation}
 c_2=\frac Q{kh+\ell+L-s}
 =\frac{0.0099865}{56.27+8.53+400}
 =2.149\times10^{-5}\ \text{\AA}^{-3}.
\end{equation}
The long anneal reaches this value, with $c_1=kc_2$. The silicon-side pile-up is thus a kinetic state: it disappears if silicon diffusion continues long after growth. The interface layer remains enriched, with $\sigma/(\delta c_2)=e^{E_b/T}=4.27$.

\section{Range of use}

The scheme applies to a prescribed planar growth law with metal transport. If silicon is the moving species, silicide forms at its other boundary and the sweeps must be rederived. Electric fields, clustering, dopant activation and point defects injected by the reaction are absent; a constant $D_2$ can represent the last of these only as an effective value. For ionised dopants above the intrinsic carrier density, the carrier chemical potential also varies with concentration, so a constant $k$ generally fails. The worked example, at about $10^{20}$ cm$^{-3}$, lies far above the intrinsic density of silicon at 800 K, which is of order $10^{17}$ cm$^{-3}$. If $D_2/\dot s$ falls below an atomic spacing, continuum diffusion no longer describes the pile-up. With ordinary lattice diffusivities at 800 K and the growth rate of the example, it lies many orders of magnitude below that spacing, so the model does not explain pile-up at a real low-temperature silicide front unless transport near the interface is strongly enhanced. Concentrations here are chemical, so they do not by themselves give the active doping or the contact barrier. Saturable interface sites make $\sigma(c^*)$ nonlinear. The balance in Eq.~(\ref{balance}) remains valid, but each implicit step then needs a nonlinear solve, and with $c^*$ as the interface unknown the inventory is conserved only to that solve's tolerance. If $\sigma$ is the unknown instead, the inventory is linear in the unknowns and every full Newton step conserves it to round-off, so the audit no longer tests convergence of the nonlinear solve. The numerical output lists the remaining profile values and the audit at selected times.

\section*{Computed values}
\begin{verbatim}
thermal energy = 0.06894 eV at 800 K
segregation, binding energies = 0.10, 0.10 eV
k = 0.23444; beta = 1.20; beta*k = 0.28133
layer width = 2.0 A; capacity length = 8.5310 A
D silicide, silicon = 200, 50 A^2/s
growth constant K = 660.0 A^2/s; time = 60 s
s start, end, wall = 20, 200, 600 A
similarity lambda = 1.81659; g = 0.89025
q=0.2813: c*/c0 exact 2.77625, numeric 2.77610
  max profile errors/c0 = 5.97e-03, 1.49e-03, 3.72e-04; last ratio 4.00
q=1.4813: c*/c0 exact 0.70003, numeric 0.70004
  max profile errors/c0 = 7.95e-04, 1.98e-04, 4.95e-05; last ratio 4.00
uniform-state change: correct 6.1e-15, wrong sweep 0.0796
wrong-sweep inventory error = 2.1e-15
cell number 0.461: inverse minimum 8.31e-199 A^-1
cell number 23.067: inverse minimum -3.04e-03 A^-1
implant centre, width = 120, 40 A
full Gaussian dose = 0.01000 A^-2
dose inside silicon = 0.00998650 A^-2
finest mesh: 200 + 1000 cells, 6400 steps
s (A), time (s), silicide/interface/silicon (%), inventory error
 20.0, 0.000, 0.487/0.000/99.513, 2.2e-16
 50.0, 3.179, 2.307/2.743/94.950, 2.2e-16
 80.0, 9.089, 10.676/7.751/81.573, 2.2e-16
 110.0, 17.727, 24.614/11.041/64.345, 2.4e-15
 140.0, 29.083, 38.391/11.166/50.443, 5.1e-15
 170.0, 43.177, 49.116/9.820/41.064, 1.1e-14
 200.0, 60.000, 56.783/8.265/34.952, 1.0e-14
largest inventory error, all steps = 1.4e-14
c* on three meshes = 9.67939e-05, 9.67583e-05, 9.67493e-05 A^-3
silicide fraction, three meshes = 56.743, 56.775, 56.783 %
final c* = 9.6749e-05 A^-3 = 9.6749e+19 cm^-3
final interface dopant = 8.2537e-04 A^-2
silicide at interface, at surface = 2.2682e-05, 2.2478e-05 A^-3
silicon 25 A beyond interface: 4.8379e-05 A^-3
silicon 50 A beyond interface: 2.4236e-05 A^-3
silicon 100 A beyond interface: 6.2325e-06 A^-3
silicon 150 A beyond interface: 1.4547e-06 A^-3
as-implanted at s end = 1.3498e-05 A^-3
control beta*k=1, no capacity: c* = 3.2375e-05 A^-3
control no growth, same depth: 3.0109e-05 A^-3
concentration-form error, 400/800 steps = 0.1544/0.0773 %
volume rounding, 1000 cells, 100000 s step: 3.7e-09
volume rounding, 250 cells, 1000 s step: 9.1e-13
long-anneal inventory error = 2.8e-11
equilibrium silicon: formula 2.148577e-05, numeric 2.148577e-05 A^-3
\end{verbatim}
